# Doping-enhanced silicon regrowth from the equilibrium of charged interface defects, part 2

When an amorphous layer regrows on a crystal in the solid state, doping changes the growth velocity $v$. In the model used here, growth proceeds at interface defects that are neutral (D⁰), negative (D⁻) or positive (D⁺). The Fermi level $\mu$ sets their density ratios:

$$
R_-=\frac{[\mathrm D^-]}{[\mathrm D^0]}
=\tfrac12e^{(\mu-E_-)/kT},\qquad
R_+=\frac{[\mathrm D^+]}{[\mathrm D^0]}
=\tfrac12e^{(E_+-\mu)/kT}.
$$

Energies are in eV from the valence-band edge, $k$ is Boltzmann's constant, and the bands are taken as flat up to the interface. The index $i$ marks undoped (intrinsic) material.

If the defects are dilute and in equilibrium with their source, $[\mathrm D^0]$ does not depend on doping. For equal rearrangement rates, with $S=R_-+R_+$,

$$
\frac{v}{v_i}=\frac{1+S}{1+S_i}.
$$

For unequal rates, $r_qR_q$ replaces $R_q$, where $r_q$ is the rate of charge state $q$ relative to D⁰. With

$$
y=e^{(\mu-\mu_i)/kT},
$$

$$
R_-=R_-^i\,y,\qquad R_+=R_+^i/y,
$$

$$
\frac{v}{v_i}=\frac{1+R_-^iy+R_+^i/y}{1+R_-^i+R_+^i}.
$$

The two-state law of Entry 2 leaves out D⁺:

$$
\frac{v}{v_i}=\frac{1+R_-}{1+R_-^i}.
$$

The example is a model semiconductor, not silicon, at 800 K: $kT=0.06894$ eV, gap 1 eV, $E_-=0.80$ eV, $E_+=0.30$ eV, $R_-^i=0.00383$, $R_+^i=0.04622$. At $10^{20}\ \mathrm{cm^{-3}}$ donors, $R_-=11.459$ and $v/v_i=11.87$; at $10^{17}\ \mathrm{cm^{-3}}$, growth is 2.1% slower than in undoped material.

"Enumerated" velocity ratios come from listing all states of a few defect sites. The closing table also lists earlier tests at $10^{20}\ \mathrm{cm^{-3}}$ donors. In the saturation case, a neutral formation energy of 0.10 eV instead of 1 eV fills many sites, with the bands held flat. In the kinetic cases, the loss ratio is the loss rate of charged defects relative to neutral ones, and "no charged creation" means that charged defects arise only by charge exchange.

### Entry 9. The simplest doping: dilute carriers

Let $N=N_D-N_A$ be the density of donors minus that of acceptors, all ionized. Let $n$ and $p$ be the electron and hole densities. Charge neutrality in the crystal reads

$$
n-p=N.
$$

The charge of the interface defects is left out of this balance. When the bands are sparsely occupied, Boltzmann statistics gives

$$
n=N_c\,e^{(\mu-E_g)/kT},\qquad p=N_v\,e^{-\mu/kT},
$$

where $E_g$ is the gap and $N_c$, $N_v$ are the effective densities of states. In intrinsic material $n=p=n_i$. Multiplying the two expressions gives $n_i^2=N_cN_ve^{-E_g/kT}$. Setting them equal gives

$$
\mu_i=\frac{E_g}{2}+\frac{kT}{2}\ln\frac{N_v}{N_c}
=\frac{E_g}{2}+\frac{3kT}{4}\ln\frac{m_v}{m_c},
$$

because each effective density is proportional to the 3/2 power of the band mass. The example has $m_c=1$ and $m_v=0.5$ electron masses, so $\mu_i=0.5-0.75\times0.06894\times0.6931=0.464$ eV. The intrinsic density is $n_i=4.60\times10^{16}\ \mathrm{cm^{-3}}$.

Relative to intrinsic material, $n=n_iy$ and $p=n_i/y$. Neutrality becomes $n_i(y-1/y)=N$. With $x=N/(2n_i)$, multiplication by $y/n_i$ gives

$$
y^2-2xy-1=0.
$$

The product of the roots is $-1$, so one root is negative. Since $y$ is an exponential, the positive root applies:

$$
y=x+\sqrt{1+x^2}.
$$

**Limits.** For $N=0$, $y=1$ and $v=v_i$. This includes fully compensated material, where donors and acceptors are both present in equal density: within the assumptions, the net doping matters and the chemical identity does not. For strong donor doping $y\simeq2x=N/n_i$, and the velocity grows linearly with $N$ once D⁺ has gone, as long as the carriers remain dilute. For acceptors $x<0$ and $y<1$, and the roles of D⁻ and D⁺ are exchanged.

At $10^{17}\ \mathrm{cm^{-3}}$ donors, $x=1.087$ and $y=1.087+1.477=2.56$. The negative ratio rises from 0.0038 to 0.0098, while the positive ratio falls from 0.0462 to 0.0180. The gain is 0.0060 and the loss is 0.0282. Hence

$$
\frac{v}{v_i}-1=\frac{0.0060-0.0282}{1.0501}=-0.021.
$$

This is the 2.1% retardation. The first donors remove more positive defects than they create negative ones.

### Entry 10. How far does the retardation go?

Write $a=R_-^i$ and $b=R_+^i$. The numerator of the velocity ratio is $f(y)=1+ay+b/y$, with

$$
f'(y)=a-\frac{b}{y^2},\qquad f''(y)=\frac{2b}{y^3}>0.
$$

There is one stationary point for positive $y$, and it is a minimum:

$$
y_{\min}=\sqrt{b/a},\qquad
\left(\frac{v}{v_i}\right)_{\min}
=\frac{1+2\sqrt{ab}}{1+a+b}.
$$

It cannot exceed 1, because $a+b-2\sqrt{ab}=(\sqrt a-\sqrt b)^2\ge0$. At the minimum $R_-=R_+=\sqrt{ab}$, so positive and negative defects are equally numerous.

For dilute carriers the corresponding doping is $N=n_i(y_{\min}-1/y_{\min})$. Its sign tells which dopant retards. If $b>a$, as here, light donor doping does. If $a>b$, light acceptor doping does. If $a=b$, the intrinsic material is already at the minimum and both dopants accelerate.

In the example,

$$
y_{\min}=\sqrt{\frac{0.046223}{0.003830}}=3.47,
$$

$$
\left(\frac{v}{v_i}\right)_{\min}
=\frac{1+2\times0.01331}{1.0501}=0.978.
$$

The doping is $4.60\times10^{16}\times(3.474-0.288)=1.47\times10^{17}\ \mathrm{cm^{-3}}$. A numerical search over doping, which does not use these formulas to locate the minimum, tests its position and depth.

The velocity returns to the intrinsic value when $f(y)=f(1)$. Collecting terms,

$$
ay+\frac by-a-b=(y-1)\left(a-\frac by\right)=0.
$$

Besides $y=1$, the solution is $y=b/a=12.1$. It corresponds to $N=4.60\times10^{16}\times(12.1-0.08)=5.5\times10^{17}\ \mathrm{cm^{-3}}$. Above this density donors accelerate growth, in agreement with the value $v/v_i=1.034$ found at $10^{18}\ \mathrm{cm^{-3}}$.

**Limit.** As $b\to0$ the point $b/a$ moves below $y=1$, and every donor doping accelerates. The two-state law of Entry 2 is recovered, and with it the absence of retardation by donors. The effect is thus sensitive to $E_+$: at $10^{17}\ \mathrm{cm^{-3}}$ donors the change is $-2.1\%$ for $E_+=0.30$ eV but $+0.3\%$ for $E_+=0.15$ eV.

### Entry 11. Heavy doping: the Fermi level is not the carrier density

In dilute conditions $y=n/n_i$, and it is tempting to write the velocity directly in terms of carrier densities. At heavy doping this fails. With $g_c(E)$ the density of conduction states, Fermi–Dirac statistics gives

$$
n(\mu)=\int g_c(E)\,\frac{dE}{1+e^{(E-\mu)/kT}}.
$$

Take the factor $e^{\mu/kT}$ out of the integrand:

$$
n(\mu)=e^{\mu/kT}\int g_c(E)\,
\frac{e^{-E/kT}}{1+e^{(\mu-E)/kT}}\,dE.
$$

The remaining integral decreases as $\mu$ rises, because its denominator grows at every energy. Comparing a donor-doped sample, $\mu>\mu_i$, with the intrinsic one gives

$$
\frac n{n_i}<e^{(\mu-\mu_i)/kT}=y.
$$

Physically, low-lying band states fill up. Adding further electrons requires a larger rise of $\mu$ than in a dilute gas. The defect responds to $\mu$, the energy at which the reservoir supplies an electron, and so its charge ratio rises faster than the carrier density. For acceptors the same argument applied to holes gives $p/n_i<1/y$.

At $10^{20}\ \mathrm{cm^{-3}}$ donors the carrier ratio is $10^{20}/(4.60\times10^{16})=2174$, whereas $y=2992$. The carrier ratio would give

$$
\frac{1+0.00383\times2174}{1.0501}=8.88
$$

instead of 11.87, which is 25% too low relative to the full result.

The onset of the error follows from the next term of the Fermi function. With $z=e^{(\mu-E_g)/kT}$ and $t=(E-E_g)/kT$,

$$
\frac{1}{1+e^{t}/z}\simeq ze^{-t}-z^2e^{-2t}.
$$

For parabolic bands the density of states is proportional to $\sqrt t$. Replacing $e^{-t}$ by $e^{-2t}$ then reduces the integral by $2^{3/2}$, so that $n\simeq N_c(z-z^2/2^{3/2})$. Inverting to the same order,

$$
z\simeq\frac n{N_c}\left(1+\frac{n}{2^{3/2}N_c}\right).
$$

The bracket is the factor by which $y$ exceeds $n/n_i$, if the small correction to intrinsic material is neglected. For holes $N_c$ is replaced by $N_v=0.5^{3/2}N_c=0.354N_c$, and the correction at equal density is 2.8 times larger. At $10^{19}\ \mathrm{cm^{-3}}$ the full calculation gives an excess of 3.3% for donors, $224.5/217.4$, and 9.5% for acceptors, $238.0/217.4$. Their ratio is 2.9, close to the leading-order value.

**Where this description ends.** The calculation keeps the band edges fixed and all dopants ionized. At heavy doping the gap may narrow, and dopants may remain neutral or form clusters. These effects change $\mu$ relative to the defect levels and must be put into neutrality before the velocity law is used. They can be large. If donors kept an isolated level 45 meV below the band edge, only about 39% would be ionized at $10^{20}\ \mathrm{cm^{-3}}$ and the enhancement would be 4.5 instead of 11.9. Full ionization at this density presumes that the donor states have merged with the band.

The bands may also bend near the interface. If the band edges and defect levels there lie higher by $\varphi$ than in the bulk, $E_-$ becomes $E_-+\varphi$ and $E_+$ becomes $E_++\varphi$. Then $R_-$ is multiplied by $e^{-\varphi/kT}$ and $R_+$ by $e^{\varphi/kT}$. In the limit where interface charge pins $\mu$ at the same distance from the defect levels for every doping, $R_-=R_-^i$, $R_+=R_+^i$ and $v=v_i$. A Fermi-level shift in the bulk is of no use unless it reaches the interface.

### Entry 12. Reading the law backwards

In an experiment $V=v/v_i$ is measured and the intrinsic defect ratios are sought. Multiplying the velocity law by its denominator gives

$$
1+ay+\frac by=V(1+a+b),
$$

and collecting $a$ and $b$ on the left,

$$
a(y-V)+b\left(\frac1y-V\right)=V-1.
$$

This is linear in $a$ and $b$. Two different, nonzero net dopings at one temperature determine both, provided $y$ is known for each, and a third doping then tests the law. In practice one doping of each type is needed. With $10^{19}$ and $10^{20}\ \mathrm{cm^{-3}}$ donors, opposite errors of 2% in $V$ move $b$ between $-0.01$ and $0.11$, whereas with $10^{20}$ donors and $10^{19}$ acceptors they move it by about 2%. With unequal rates the quantities found are $r_-a$ and $r_+b$.

If D⁺ is ignored, $b=0$ and $a=(V-1)/(y-V)$. Applied to the example at $10^{20}\ \mathrm{cm^{-3}}$ donors this gives

$$
a=\frac{10.865}{2991.8-11.9}=0.00365,
$$

compared with the true 0.00383. The error is 5%. Since $a\propto e^{-E_-/kT}$, the inferred level is too high by $0.06894\times\ln(0.00383/0.00365)=0.003$ eV. One heavily doped sample can thus give a good level for the dominant defect while missing the other charge state, and with it the retardation at light doping.

### Entry 13. Temperature: an unexpectedly simple average

The enhancement also changes the apparent activation energy. With $\beta=1/kT$, define

$$
E_{\rm app}=-\frac{d\ln v}{d\beta}
$$

at fixed net doping. Since $v/v_i=(1+S)/(1+S_i)$, the difference between doped and intrinsic material is

$$
\Delta E=A-A_i,\qquad A=-\frac{d\ln(1+S)}{d\beta}.
$$

The levels and band edges are held fixed, but $\mu$ depends on temperature. From $\ln R_-=\ln\tfrac12+\beta(\mu-E_-)$,

$$
-\frac{d\ln R_-}{d\beta}=E_--\mu-\beta\frac{d\mu}{d\beta}.
$$

Because $\beta$ is inversely proportional to $T$, $\beta\,d/d\beta=-T\,d/dT$. Define

$$
M=\mu-T\frac{d\mu}{dT}.
$$

Then

$$
-\frac{d\ln R_-}{d\beta}=E_--M,\qquad
-\frac{d\ln R_+}{d\beta}=M-E_+,
$$

where the second relation follows in the same way from $\ln R_+=\ln\tfrac12+\beta(E_+-\mu)$. Using $dR_q=R_q\,d\ln R_q$,

$$
A=\frac{R_-(E_--M)+R_+(M-E_+)}{1+R_-+R_+}.
$$

To find $M$, differentiate neutrality. Let $g(E)$ be the density of states of both bands and $f=1/(e^u+1)$ the Fermi function, with $u=(E-\mu)/kT$. Then $df/du=-f(1-f)$ and

$$
\frac{du}{dT}=-\frac{1}{kT}\frac{d\mu}{dT}-\frac{E-\mu}{kT^2}
=-\frac{E-M}{kT^2}.
$$

The product of the two is

$$
\frac{df}{dT}=f(1-f)\,\frac{E-M}{kT^2}.
$$

The electron density is the integral of $gf$ over the conduction band, and the hole density is that of $g(1-f)$ over the valence band. In $n-p$ the derivative of $f$ therefore enters with the same sign in both bands. At fixed $N$,

$$
0=\frac{d(n-p)}{dT}
=\frac1{kT^2}\int g\,f(1-f)(E-M)\,dE.
$$

Solving for $M$,

$$
M=\langle E\rangle\equiv
\frac{\int g\,f(1-f)\,E\,dE}{\int g\,f(1-f)\,dE}.
$$

Thus $M$ is the mean energy of the band states whose occupation is thermally uncertain. Forming D⁻ from D⁰ transfers an electron from this mean energy to $E_-$, and forming D⁺ transfers one from $E_+$ to the mean energy.

**Limits.** For dilute electrons in strongly donor-doped material the weight is proportional to $\sqrt t\,e^{-t}$, whose mean is $t=3/2$. Hence $\langle E\rangle=E_g+\tfrac32kT=1.103$ eV, compared with the full value 1.107 eV at $10^{19}\ \mathrm{cm^{-3}}$. In intrinsic material with dilute carriers, electrons and holes have equal total weight, and the mean is $\tfrac12[(E_g+\tfrac32kT)+(-\tfrac32kT)]=E_g/2$, compared with the full value 0.5001 eV.

### Entry 14. The sign of the activation-energy change

For intrinsic material,

$$
A_i=\frac{0.00383\times0.300+0.04622\times0.200}{1.0501}
=0.010\ \mathrm{eV}.
$$

At $10^{20}\ \mathrm{cm^{-3}}$ donors $\langle E\rangle=1.136$ eV, and

$$
A=\frac{11.459}{12.459}\,(0.800-1.136)=-0.309\ \mathrm{eV},
$$

so that $\Delta E=-0.309-0.010=-0.319$ eV. At $10^{19}\ \mathrm{cm^{-3}}$ the change is $-0.152$ eV for donors and $-0.388$ eV for acceptors. Finite differences of the enumerated velocity ratio, with neutrality solved anew at each temperature, test all three values.

The acceptor value is larger in magnitude for two reasons visible in the formula. The charged fraction $S/(1+S)$ is $11.0/12.0=0.92$ for acceptors and $0.86/1.86=0.46$ for donors. The energy released on charging is also larger: $0.300+0.113=0.413$ eV, against $1.107-0.800=0.307$ eV.

In these doped samples $A$ itself is negative: on average, charging a neutral defect releases energy. Heating therefore favours the neutral state, and the enhancement shrinks. From $\Delta E=-d\ln(v/v_i)/d\beta$ and $d\beta=-dT/(kT^2)$,

$$
\frac{d\ln(v/v_i)}{dT}=\frac{\Delta E}{kT^2}
=\frac{-0.319}{0.06894\times800}
=-0.0058\ \mathrm{K^{-1}}.
$$

At $10^{20}\ \mathrm{cm^{-3}}$ donors the enhancement falls by about 0.6% per kelvin near 800 K. The velocity itself may still rise steeply, because $\Delta E$ is added to the activation energy of intrinsic growth, which is not specified here.

These are local slopes. $R_q$ and $\langle E\rangle$ vary with temperature, so a straight Arrhenius line over a wide range is not implied. When heating makes $n_i$ large compared with $|N|$, $y\to1$ and the enhancement disappears. For the heavy dopings this limit is formal: with the fixed gap, $n_i$ reaches $10^{19}\ \mathrm{cm^{-3}}$ only near 1900 K, far above solid-phase growth temperatures. If a defect level itself depends on temperature, differentiating $\beta E_-$ replaces $E_-$ in $A$ by $E_--T\,dE_-/dT$, and likewise for $E_+$. If the band edges move, the derivation of $M$ acquires further terms and must be repeated.

The main computed values, with one further doping, are collected in the numerical output below; the other numbers follow from them by the arithmetic shown, or from the same band model with the changed parameters stated.

## Table of computed values

```
Temperature: 800 K; kT: 0.06894 eV
Gap: 1.00 eV; band masses c,v: 1.00, 0.50 m_e
Defect levels (0/-), (+/0): 0.80, 0.30 eV
Neutral formation energy: 1.00 eV
Intrinsic Fermi level: 0.46415 eV; n_i: 4.6001e+16 cm^-3
Intrinsic D-/D0: 0.003830; D+/D0: 0.046223 (ratios)
Net donors -1e+19 cm^-3: mu 0.08689 eV, y 0.0042009
  D-/D0 1.609e-05, D+/D0 11.003, v/vi 11.43085; carrier-ratio estimate 10.52179
Net donors -1e+18 cm^-3: mu 0.25114 eV, y 0.045505
  D-/D0 0.00017429, D+/D0 1.0158, v/vi 1.91985; carrier-ratio estimate 1.91143
Net donors 1e+17 cm^-3: mu 0.52908 eV, y 2.5645
  D-/D0 0.0098226, D+/D0 0.018024, v/vi 0.97885; carrier-ratio estimate 0.97885
Net donors 1e+18 cm^-3: mu 0.67678 eV, y 21.852
  D-/D0 0.083697, D+/D0 0.0021153, v/vi 1.03405; carrier-ratio estimate 1.03381
Net donors 1e+19 cm^-3: mu 0.83738 eV, y 224.5
  D-/D0 0.85987, D+/D0 0.0002059, v/vi 1.77141; carrier-ratio estimate 1.74549
Net donors 1e+20 cm^-3: mu 1.01591 eV, y 2991.8
  D-/D0 11.459, D+/D0 1.545e-05, v/vi 11.86506; carrier-ratio estimate 8.88179
At 1e17 cm^-3 donors: closed-form y 2.56336, numerical y 2.56450
Minimum: net donors 1.4650e+17 cm^-3, y 3.47390, v/vi 0.977676
Defected-site fraction at 1e20 cm^-3 donors: 1.2496e-05
Saturation case, formation 0.10 eV: v/vi 2.58807
D- rate ratio 10: downward level shift 0.15874 eV, v/vi at 1e20 cm^-3 106.58071
Detailed-balance kinetics at 1e20 cm^-3: v/vi 11.86506
No charged creation, loss ratio 0.0: v/vi 11.86506
No charged creation, loss ratio 0.1: v/vi 5.55685
No charged creation, loss ratio 1.0: v/vi 1.00000
Intrinsic mean band energy: 0.50007 eV; activation part: 0.00990 eV
Net donors -1e+19 cm^-3: mean band energy -0.11278 eV, activation change -0.38829 eV
Net donors 1e+19 cm^-3: mean band energy 1.10672 eV, activation change -0.15160 eV
Net donors 1e+20 cm^-3: mean band energy 1.13604 eV, activation change -0.31898 eV
```
